# Which threading dislocations react: Frank's rule for twelve signed Burgers vectors

A calculation of how the threading dislocation density falls during epitaxial growth must decide, each time two threads come close, whether to delete both, replace them by one, or leave them alone. The predicted density depends on that decision as well as on the rate of encounters. For an fcc or diamond-cubic film, one integer dot product tells which reactions lower the energy in Frank's approximation and which are ties, provided the Burgers vectors carry signs and the line senses agree. Whether the threads can glide to the meeting must be checked separately.

## Why deletion on contact fails

The simplest scheme deletes every pair that comes within some capture distance. Take threads with Burgers vectors $\frac a2[101]$ and $\frac a2[\bar110]$, where $a$ is the cubic lattice parameter. A Burgers circuit around both gives

$$\frac a2[101]+\frac a2[\bar110]=\frac a2[011].$$

After deletion the same circuit would give zero, although no dislocation has crossed it. The scheme has destroyed a conserved quantity. A permitted reaction must leave a thread with the sum $\mathbf b_1+\mathbf b_2$, and nothing remains only if $\mathbf b_2=-\mathbf b_1$.

A second scheme sorts threads by the six unsigned $\langle110\rangle$ directions and deletes pairs of the same direction. It treats two identical threads, which repel, like two opposite ones, which annihilate. It also cannot tell an angle of 60° from one of 120°. Signs are therefore needed, and a sign has a meaning only relative to a line sense. Here every thread is directed from the substrate towards the surface. If a thread is stored with the opposite sense, its Burgers vector must be negated before any comparison. The two arms of a half-loop have the same Burgers vector when one follows the loop around; with both arms directed upwards, their vectors are opposite.

A mistake in the sense of one thread turns $\mathbf b_1\cdot\mathbf b_2$ into its negative. It exchanges annihilation with identity, and fusion with repulsion. Since the numbers of types in the exchanged classes are equal, a tally of classes over the twelve types will not reveal the mistake.

## Enumerating the types

Diamond-cubic silicon has the fcc translation lattice. In units of $a/2$, its translations are the integer triples $(x,y,z)$ with $x+y+z$ even. An integer and its square have the same parity, so $x^2+y^2+z^2$ is also even. The smallest nonzero squared length is thus 2, reached when two components are $\pm1$ and the third is zero. There are three positions for the zero and four sign choices:

$$3\times2^2=12.$$

These are the signed vectors $\frac a2\langle110\rangle$. From here on, vectors in square brackets and dot products are in units of $a/2$ and $a^2/4$, unless a prefactor is shown.

Fix $\mathbf b_1$ and let $\mathbf b_2$ run through all twelve. Both have squared length 2, so the integer $s=\mathbf b_1\cdot\mathbf b_2$ lies between $-2$ and $2$. The extremes require parallel or antiparallel vectors and occur once each. The set contains $-\mathbf b$ with every $\mathbf b$, so $s=1$ and $s=-1$ occur equally often, say $n$ times.

To find $n$, sum the squares of the dot products. Each Cartesian component is nonzero in eight of the twelve vectors, and products of different components cancel between opposite sign choices. Hence

$$\sum_{\mathbf b}b_ib_j=8\delta_{ij},\qquad
\sum_{\mathbf b_2}(\mathbf b_1\cdot\mathbf b_2)^2=8|\mathbf b_1|^2=16.$$

The same sum, collected by class, is $2^2+(-2)^2+n+n=8+2n$. Therefore $n=4$, and $12-2-8=2$ vectors remain with $s=0$.

## Applying Frank's rule

Frank's rule takes the energy per length of a dislocation to be proportional to $|\mathbf b|^2$. Fusion lowers this energy if

$$|\mathbf b_1+\mathbf b_2|^2<|\mathbf b_1|^2+|\mathbf b_2|^2 .$$

Expanding the left side as $|\mathbf b_1|^2+|\mathbf b_2|^2+2s$ reduces the condition to $s<0$. The squared length of the sum is $4+2s$, which gives the full classification:

- $s=-2$: one type, sum zero, annihilation.
- $s=-1$: four types at 120°, sum of squared length 2, favourable fusion.
- $s=0$: two types at 90°, sum of squared length 4, a tie.
- $s=1$: four types at 60°, sum of squared length 6, unfavourable.
- $s=2$: the identical type, sum of squared length 8, unfavourable.

"Exactly four" thus refers to a strict energy reduction with a nonzero product. Annihilation also lowers the energy and is counted separately. In a fusion the product is a lattice translation of squared length 2, so it is again one of the twelve. The list never has to grow if ties are left unreacted.

For $\mathbf b_1=[101]$ the annihilating partner is $[\bar10\bar1]$. The fusing partners are $[\bar1\bar10]$, $[\bar110]$, $[0\bar1\bar1]$ and $[01\bar1]$.

The decision procedure is:

1. Express both Burgers vectors with the same line sense and compute $s$.
2. If $s=-2$, remove both threads.
3. If $s=-1$, replace them by one thread with $\mathbf b_1+\mathbf b_2$.
4. If $s=0$, keep both, or decide by the elastic coefficient derived below.
5. If $s>0$, keep both.

Steps 2 and 3 conserve the total Burgers vector. They say what is energetically allowed after a meeting; whether the threads can meet is a separate question.

Suppose all twelve types are equally populated and the types of meeting threads are uncorrelated. An encounter then leads to annihilation with probability $1/12$ and to fusion with probability $4/12=1/3$. If every allowed reaction takes place, the mean number of threads removed is

$$2\cdot\frac1{12}+1\cdot\frac4{12}=\frac12 .$$

Deletion on contact removes two, four times the correct mean. A scheme with annihilation alone removes $1/6$, one third of the correct mean. These ratios hold for the stated population; arms of the same half-loop, for example, are correlated.

## Does the rule survive real elasticity?

The energy of a dislocation depends on its character as well as on $|\mathbf b|^2$, so the four favourable reactions need a test. Consider straight parallel threads along a unit vector $\mathbf l$ in an infinite linear elastic crystal. Let $\beta_{ij}$ be the elastic distortion, with displacement index $i$ and derivative index $j$. Closure around one dislocation requires $\oint\beta_{ij}\,dx_j=b_i$, or, by Stokes' theorem, a curl along $\mathbf l$ equal to $b_i\delta^2(\mathbf x)$.

For a wavevector $k\mathbf n$ perpendicular to $\mathbf l$, put $\mathbf m=\mathbf l\times\mathbf n$. Since $\mathbf n\times\mathbf m=\mathbf l$, the curl fixes the component along $\mathbf m$ and leaves that along $\mathbf n$ free:

$$\beta_{ij}(\mathbf k)=\frac{b_im_j+v_in_j}{ik}.$$

Equilibrium selects the vector $\mathbf v$ of least energy. With stiffness $C_{ijkl}$ and the notation $(mn)_{ik}=m_jC_{ijkl}n_l$, the energy per length is

$$\frac EL=\frac12\int\frac{d^2k}{(2\pi)^2}\frac{\mathbf b(mm)\mathbf b+2\mathbf b(mn)\mathbf v+\mathbf v(nn)\mathbf v}{k^2}.$$

Setting the derivative with respect to $\mathbf v$ to zero gives $\mathbf v=-(nn)^{-1}(nm)\mathbf b$. Substitution leaves the quadratic form $\mathbf bM\mathbf b$, with

$$M=(mm)-(mn)(nn)^{-1}(nm).$$

Now write $d^2k=k\,dk\,d\psi$. The radial integral of $1/k$ between $1/R$ and $1/r_0$, where $R$ is an outer size and $r_0$ a core radius, is $\ln(R/r_0)$. Thus

$$\frac EL=\mathbf b\cdot B\cdot\mathbf b\,\ln\frac R{r_0},\qquad
B=\frac1{8\pi^2}\int_0^{2\pi}M\,d\psi .$$

For two threads a distance $r$ apart, the cross term carries the factor $\cos(\mathbf k\cdot\mathbf r)$. Rescaling $k$ by $r$ shows that its radial integral is $-\ln r$ plus terms independent of $r$. The interaction energy per length is therefore $-2\mathbf b_1\cdot B\cdot\mathbf b_2\ln r$ plus a function of direction, and the radial force per length is

$$F_r=\frac Ar,\qquad A=2\,\mathbf b_1\cdot B\cdot\mathbf b_2 .$$

Negative $A$ means radial attraction. The function of direction adds a tangential force, also proportional to $1/r$, which can exceed the radial one. For two threads on the same glide plane it points out of that plane, but for threads on different planes it contributes to glide. The same cross term decides whether fusion lowers the logarithmic energy, since $E(\mathbf b_1+\mathbf b_2)-E(\mathbf b_1)-E(\mathbf b_2)=LA\ln(R/r_0)$ for a fixed line direction.

### The isotropic case

With Lamé constants $\lambda$ and $\mu$, the needed matrices are

$$(mm)=\mu I+(\lambda+\mu)\mathbf m\mathbf m,\qquad (nm)=\lambda\,\mathbf n\mathbf m+\mu\,\mathbf m\mathbf n .$$

The matrix $(nn)^{-1}$ equals $1/(\lambda+2\mu)$ along $\mathbf n$ and $1/\mu$ across it, so

$$(mn)(nn)^{-1}(nm)=\frac{\lambda^2}{\lambda+2\mu}\mathbf m\mathbf m+\mu\,\mathbf n\mathbf n .$$

Subtract this from $(mm)$, using $I=\mathbf l\mathbf l+\mathbf m\mathbf m+\mathbf n\mathbf n$. The $\mathbf n\mathbf n$ part cancels. The coefficient of $\mathbf m\mathbf m$ is $\lambda+2\mu-\lambda^2/(\lambda+2\mu)=4\mu(\lambda+\mu)/(\lambda+2\mu)$. With Poisson ratio $\nu=\lambda/[2(\lambda+\mu)]$ this becomes $2\mu/(1-\nu)$, and

$$M=\mu\,\mathbf l\mathbf l+\frac{2\mu}{1-\nu}\mathbf m\mathbf m .$$

The angular mean of $\mathbf m\mathbf m$ is $\frac12(I-\mathbf l\mathbf l)$. Hence, with Burgers vectors now in metres,

$$A=\frac{\mu}{2\pi}\,\frac{\mathbf b_1\cdot\mathbf b_2-\nu(\mathbf b_1\cdot\mathbf l)(\mathbf b_2\cdot\mathbf l)}{1-\nu}.$$

At $\nu=0$ this is proportional to $\mathbf b_1\cdot\mathbf b_2$: Frank's energy is then the isotropic logarithmic energy. At other $\nu$ the second term depends on the line direction.

### A condition that protects the four partners

Restrict $B$ to the plane of two vectors at 120°, each of length $b$. Let its principal values there be $k_1\ge k_2$, and let the bisector of the pair make an angle $\varphi$ with the first principal axis. The vectors lie at $\varphi\pm60°$, so

$$\frac{\mathbf b_1B\mathbf b_2}{b^2}=k_1\left(\frac{\cos2\varphi}2-\frac14\right)-k_2\left(\frac{\cos2\varphi}2+\frac14\right).$$

The largest value, at $\varphi=0$, is $(k_1-3k_2)/4$. It is negative if $k_1<3k_2$. Reversing one vector turns the 120° pair into a 60° pair and changes the sign, so the same condition guarantees repulsion at 60°. Because $k_1$ and $k_2$ lie between the extreme eigenvalues of $B$, it suffices that the largest eigenvalue of $B$ is less than three times the smallest.

In an isotropic solid the ratio is $1/(1-\nu)$ for $\nu\ge0$, and reaches 3 at $\nu=2/3$, beyond the stability limit $\nu=1/2$. For silicon, with the rough constants $C_{11},C_{12},C_{44}=166,64,80$ GPa, a scan of 1603 line directions gives a largest ratio of 1.51. Maximising continuously over the direction changes this by about $2\times10^{-4}$; the maximum lies a few degrees from $\langle111\rangle$. The four partners therefore survive silicon's anisotropy with a wide margin.

The ties do not. The two vectors perpendicular to $\mathbf b_1$ are opposites, so their coefficients $A$ are opposite: one attracts and the other repels, unless both coefficients vanish. A simulation that lets the attractive one react must add $a\langle100\rangle$ products to its list.

## A thread in strained silicon

Take $a=0.543$ nm, the elastic constants above, and $\mathbf b_1=\frac a2[101]$ on a line along $[011]$. This line is the intersection of $(11\bar1)$ and $(1\bar11)$, so threads on these two planes can meet along it. The isotropic comparison uses Voigt averages, $\mu=68.4$ GPa and $\nu=0.217$.

The four fusing partners have these anisotropic coefficients; the glide columns assume glide on $\{111\}$ planes alone.

| $\mathbf b_2$ | Sum | $A$ (eV/nm) | Partner glides | Product glides |
|---|---|---:|---|---|
| $[\bar1\bar10]$ | $[0\bar11]$ | −5.15 | yes | no |
| $[\bar110]$ | $[011]$ | −7.11 | yes | yes |
| $[0\bar1\bar1]$ | $[1\bar10]$ | −4.68 | yes | yes |
| $[01\bar1]$ | $[110]$ | −6.64 | no | yes |

Frank's rule rates these reactions as equal, but the attractions differ by a factor of about 1.5. In the isotropic formula the spread comes from the term in $\nu$. For $[\bar110]$, $(\mathbf b_1\cdot\mathbf l)(\mathbf b_2\cdot\mathbf l)=1/2$, which strengthens the attraction; for $[0\bar1\bar1]$ it is $-1$, which weakens it. The isotropic values are −7.09 and −5.01 eV/nm. The attractive tie, $[\bar101]$, has only −0.47 eV/nm.

The last row shows why energy is not enough. Both $[01\bar1]$ and the line $[011]$ lie in $(100)$, which is not a $\{111\}$ plane, so this partner cannot glide to the meeting. The fusion can then occur only if the partner already lies on the glide plane of $\mathbf b_1$, which must do all the moving. In the first row the threads can glide together, but their product is an edge dislocation of the same kind, a sessile Lomer dislocation. The reaction removes one thread and leaves the other immobile under $\{111\}$ glide.

### The misfit stress and the types it drives

In a $(001)$ film under biaxial stress $\sigma$, the stress tensor is $\sigma(I-\hat{\mathbf z}\hat{\mathbf z})$. The glide force per length on a plane with unit normal $\mathbf N$ is, up to the choice of direction,

$$\mathbf b\cdot\boldsymbol\sigma\cdot\mathbf N=\sigma(\mathbf b\cdot\mathbf N-b_zN_z)=-\sigma b_zN_z,$$

because $\mathbf b$ lies in the glide plane. The four types with $b_z=0$ feel no such force; the other eight do when their line lies in a $\{111\}$ plane that contains $\mathbf b$. These eight are called the driven types below.

Among these eight, $[101]$ has one annihilating partner and two fusing ones, $[0\bar1\bar1]$ and $[01\bar1]$. The fused products, $[1\bar10]$ and $[110]$, have $b_z=0$. The same holds for all eight. Each driven type has $b_z=\pm1$ and one horizontal component $\pm1$. If two of them have their horizontal components along the same axis, $s$ is even; so $s=-1$ requires different axes, and then $s$ is the product of the two $b_z$, which must be opposite and cancel in the sum. Two driven threads that fuse thus give a thread the misfit stress does not drive. Conversely, a driven and an undriven thread that fuse give a driven type, with $b_z=\pm1$. Whether it moves depends on its line: the Lomer product in the first row of the table has $b_z=1$, but its slip plane $(100)$ has $N_z=0$ and it feels no glide force. If all types met equally often, cubic symmetry would keep equal populations equal. The misfit stress moves only the driven types and so removes this symmetry. Equal populations, and with them the probabilities $1/12$ and $1/3$, can therefore not be assumed throughout growth.

### How close must the threads come?

Let the residual strain be $\varepsilon=0.1\%$ and the film thickness 500 nm. The free surface requires $\sigma_{zz}=0$, hence $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon$ and

$$\sigma=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon=180.7\ \text{MPa}.$$

With $|b_z|=a/2$ and $|N_z|=1/\sqrt3$, the force on $\mathbf b_1$ is $F=\sigma a/(2\sqrt3)=28.3$ mN/m. The partner $\frac a2[\bar110]$ lies on the same glide plane and has $b_z=0$, so the misfit stress moves the first thread towards or away from a partner that it does not drive. Driven towards the partner, the thread meets it from any distance on this plane; the estimate below is for a drive pointing away from the partner. If the partner is held in place, their attraction balances this force at

$$r_c=\frac{|A|}F=\frac{1.14\times10^{-9}\ \text{N}}{0.0283\ \text{N/m}}\approx40\ \text{nm}.$$

Closer than this, attraction wins; farther away, a misfit force pointing away from the partner carries the thread off. A free partner, however, follows the first thread. If both have the same mobility and a velocity proportional to the force, their separation changes at a rate proportional to $F-2|A|/r$, and the balance distance doubles to about 80 nm. The held partner is used below. For it the isotropic estimate is also 40 nm, but the first row of the table shows that such agreement is not general: there the two coefficients are −5.70 and −5.15 eV/nm.

The energy released between $r_c$ and a core radius $r_0=|\mathbf b|=0.384$ nm is

$$|A|\ln\frac{r_c}{r_0}=7.11\times\ln\frac{40.2}{0.384}\approx33\ \text{eV/nm}.$$

Choosing $r_0=|\mathbf b|/4$ adds $7.11\ln4\approx10$ eV/nm, so the amount is uncertain by about a third while its sign is not affected by this choice. For comparison, $k_BT$ at 1000 K is 0.086 eV. Differences in core energy are left out.

### What the estimate neglects

Besides the motion of the partner, a correction comes from the misfit segment that a moving thread lays down at the interface. Its line tension, taken as the logarithmic energy per length with the film thickness as outer size and $r_0=|\mathbf b|$, is 6.8 nN. The total drive is $F$ times the slant height of the glide plane, $500\sqrt{3/2}=612$ nm, or about 17 nN. The tension takes back 39% of it. If this pull is spread evenly along the thread, the capture distance for a held partner grows to $40/0.61\approx66$ nm; with $r_0=|\mathbf b|/4$ it would be about 75 nm.

A perfect dislocation also splits into two partials bounding a stacking fault. For a rough fault energy of 50 mJ/m², the balance of their repulsion against the fault gives a width of 6.7 nm. This is well below 40 nm, so perfect Burgers vectors serve as a first estimate for the approach (with both threads split rigidly at this width, the balance moves to about 35 or 45 nm, depending on the order of the partials), but the last stage of the reaction involves partials. Since $r_c\propto1/\varepsilon$, a strain of 1% would give about 4 nm, less than this zero-stress width. The misfit stress also pushes the two partials unequally: at 1% strain, half the difference of their forces per length is 47 mN/m, nearly as large as the fault energy, so the width itself would change strongly. The estimate would then fail.

Temperature decides whether the reaction happens in the time available. Take a rough glide law $v=v_0(\tau/\tau_0)e^{-Q/k_BT}$ with $v_0=10^4$ m/s, $\tau_0=10$ MPa and $Q=2.2$ eV. At the resolved misfit stress of 73.8 MPa, a thread covers 40 nm in about 0.07 s at 1000 K, but needs $1.6\times10^6$ s, some 19 days, at 600 K. Both times are proportional to $\tau_0/v_0$. With $\tau_0=1$ MPa, the value usually quoted with this $v_0$ and $Q$ for 60° dislocations in silicon, they fall tenfold, to 0.007 s and about 2 days. Adding the attraction to the drive shortens the approach by a further factor of about three. Only the strong dependence on temperature matters here. A reaction rule applied without a mobility would let threads react in a film where they hardly move.

These parameters describe a largely relaxed film. Silicon fully strained to a relaxed silicon-germanium layer with about a quarter germanium has a strain near 1%, ten times larger, and lies outside the range of this capture estimate. Real threads also bend and are seldom parallel over their whole length, whereas the force $A/r$ assumes infinite parallel lines. The ratio $r_c/h=0.08$, with $h$ the film thickness, makes that reasonable for nearly parallel threads away from the surface and interface, but the line-tension correction raises it to about 0.13–0.15, and a free partner doubles that; the shift for strongly inclined pairs is not calculated here. The 40 nm is thus a force-balance scale for one pair, not a universal capture radius. The full set of twelve partners is in the numerical output.

## Computed results

```
Counts for each b1: {'annihilate': 1, 'fuse': 4, 'tie': 2, 'repel': 4, 'same': 1}
Types driven by biaxial (001) stress: 8
  driven partners of b1 that annihilate: 1
  driven partners of b1 that fuse: 2
Rough silicon inputs: a = 0.543 nm
  C11, C12, C44 = 166, 64, 80 GPa
  Voigt mu = 68.4 GPa, nu = 0.217
  |b| = 0.384 nm
  strain = 0.10 %, film = 500 nm
b1 = (a/2)[ 1  0  1], line = [ 0  1  1]
b2 and sum in a/2; dot and sum^2 in a^2/4; A in eV/nm
b2         dot sum        sum^2  A_iso   A_Si  b2/sum glide  class
[-1  0 -1]  -2 [ 0  0  0]   0  -12.10  -11.79  yes/-  annihilate
[-1 -1  0]  -1 [ 0 -1  1]   2   -5.70   -5.15  yes/no  fuse
[-1  1  0]  -1 [ 0  1  1]   2   -7.09   -7.11  yes/yes  fuse
[ 0 -1 -1]  -1 [ 1 -1  0]   2   -5.01   -4.68  yes/yes  fuse
[ 0  1 -1]  -1 [ 1  1  0]   2   -6.40   -6.64  no/yes  fuse
[-1  0  1]   0 [ 0  0  2]   4   -0.69   -0.47  yes/-  tie
[ 1  0 -1]   0 [ 2  0  0]   4    0.69    0.47  yes/-  tie
[ 0 -1  1]   1 [ 1 -1  2]   6    6.40    6.64  no/-  repel
[ 0  1  1]   1 [ 1  1  2]   6    5.01    4.68  yes/-  repel
[ 1 -1  0]   1 [ 2 -1  1]   6    7.09    7.11  yes/-  repel
[ 1  1  0]   1 [ 2  1  1]   6    5.70    5.15  yes/-  repel
[ 1  0  1]   2 [ 2  0  2]   8   12.10   11.79  yes/-  same
Largest eigenvalue ratio of B, Si, all lines: 1.5090
  shift from coarser mesh: 7.1e-06
Coplanar partner b2 = (a/2)[-1  1  0]
Biaxial stress: 180.7 MPa
Resolved shear stress on b1: 73.8 MPa
Misfit glide force on b1: 28.32 mN/m
Capture distance, isotropic: 40.1 nm
Capture distance, anisotropic: 40.2 nm
Capture distance / film thickness: 0.080
Energy released, r0 = |b|: 33.1 eV/nm
  added if r0 = |b|/4: 9.9 eV/nm
kT at 1000 K: 0.0862 eV
Rough stacking-fault energy: 50 mJ/m2
Splitting of b1 into partials: 6.7 nm
Misfit-segment tension: 6.77 nN
  share of total misfit drive: 39 %
Rough mobility: v0 = 1e+04 m/s at 10 MPa, barrier 2.2 eV
Time to glide the capture distance, 1000 K: 6.7e-02 s
Time to glide the capture distance, 600 K: 1.6e+06 s
```
